# Where an Ideal Solar Absorber Should Stop Absorbing

## The form of the cutoff

A hot surface in concentrated sunlight should absorb at wavelengths where sunlight is strong and should not emit where its own thermal radiation is stronger. Suppose that one wavelength $\lambda_c$ separates the two ranges. For a blackbody sun at temperature $T_s$ and an absorber at temperature $T$, $\lambda_c$ can depend on $h$, $c$, $k$, $T$, $T_s$ and a dimensionless measure of how much sunlight arrives. Call this measure $Cf$, where $C$ is the concentration and $f$ the dilution of sunlight by distance. The only independent dimensionless groups are then $\lambda_c kT/hc$, $T/T_s$ and $Cf$, so

$$
\lambda_c=\frac{hc}{kT}\,\frac{1}{x_c(\tau,Cf)},\qquad \tau=\frac{T}{T_s}. \tag{1}
$$

Scaling both temperatures by a common factor at fixed $Cf$ scales $\lambda_c$ by its inverse. Dimensions fix neither the function $x_c$ nor the existence of a single cutoff. Both follow from the energy balance.

## Energy balance

The absorber is flat and opaque, with an insulated back, no convection and lossless optics. Its emissivity $\varepsilon(\lambda)$, between 0 and 1, depends on neither direction nor temperature. By Kirchhoff's law it is also the absorptance at that wavelength. Ambient radiation is omitted until the last section.

Let $G(\lambda)$ be the unconcentrated solar irradiance per unit wavelength. The blackbody emission into the hemisphere is

$$
M(\lambda,T)=\pi B(\lambda,T)=\frac{2\pi hc^2}{\lambda^5}\,\frac{1}{e^{hc/\lambda kT}-1}, \tag{2}
$$

where $B$ is the spectral radiance and $\pi$ comes from integrating $\cos\theta$ over the hemisphere. The net radiative gain per unit area, equal in steady state to the heat delivered, is

$$
q[\varepsilon,T]=\int_0^\infty \varepsilon(\lambda)\,[\,C G(\lambda)-M(\lambda,T)\,]\,d\lambda. \tag{3}
$$

## The optimum at fixed temperature

At fixed $T$ the bracket in (3) does not depend on $\varepsilon$, and no constraint links different wavelengths. Where the bracket is positive, $\varepsilon\le1$ bounds the integrand by the bracket itself. Where it is negative, $\varepsilon\ge0$ bounds the integrand by zero. Therefore

$$
q[\varepsilon,T]\le q^*(T)=\int_0^\infty \max[\,CG-M,\,0\,]\,d\lambda, \tag{4}
$$

and the bound is reached by

$$
\varepsilon^*(\lambda)=
\begin{cases}
1, & CG(\lambda)>M(\lambda,T),\\
0, & CG(\lambda)<M(\lambda,T).
\end{cases} \tag{5}
$$

At equality the value of $\varepsilon$ does not affect the gain. The switch occurs where the concentrated spectral irradiance equals the blackbody spectral emission at the absorber's temperature. Using frequency instead of wavelength multiplies both spectra by the same Jacobian and leaves the crossing in place.

If the heat drives an engine whose efficiency depends only on $T$, its power is $q$ times a factor independent of $\varepsilon$. Where that factor is positive, (5) also maximizes the power at fixed $T$.

Equation (5) does not say how many switches there are. That depends on the solar spectrum.

## One crossing for a blackbody sun

Seen from Earth, the sun fills a cone of half-angle $\theta_s$ with radiance $B(\lambda,T_s)$. On a surface facing it,

$$
G=B(\lambda,T_s)\int_0^{2\pi}\!d\phi\int_0^{\theta_s}\!\cos\theta\sin\theta\,d\theta
=\pi B(\lambda,T_s)\sin^2\theta_s=fM(\lambda,T_s), \tag{6}
$$

with $f=\sin^2\theta_s$. Passive lossless optics in vacuum or air do not raise the radiance. At most they fill the hemisphere with it, so $Cf\le1$.

Set $x=hc/\lambda kT$, so that $hc/\lambda kT_s=\tau x$. In the ratio of incoming to emitted power the factors $2\pi hc^2/\lambda^5$ cancel:

$$
R=\frac{CG}{M}=Cf\,\frac{e^x-1}{e^{\tau x}-1}. \tag{7}
$$

The crossing $R=1$ is therefore

$$
Cf\,(e^{x_c}-1)=e^{\tau x_c}-1, \tag{8}
$$

which has the form required by (1).

To count the solutions for $T<T_s$, define

$$
g(x)=\ln\frac{e^x-1}{e^{\tau x}-1},\qquad w(u)=\frac{u}{1-e^{-u}}. \tag{9}
$$

Since $d\ln(e^u-1)/du=1/(1-e^{-u})$,

$$
x\,g'(x)=\frac{x}{1-e^{-x}}-\frac{\tau x}{1-e^{-\tau x}}=w(x)-w(\tau x). \tag{10}
$$

The function $w$ increases, because

$$
w'(u)=\frac{1-(1+u)e^{-u}}{(1-e^{-u})^2}>0, \tag{11}
$$

where $e^u>1+u$ for $u>0$ has been used. With $\tau<1$, (10) is positive and $g$ rises steadily. As $x\to0$, $e^x-1\to x$ and $e^{\tau x}-1\to\tau x$, so $g\to\ln(1/\tau)$. As $x\to\infty$, $g$ grows as $(1-\tau)x$.

Equation (8) reads $g(x_c)=\ln(1/Cf)$. It has one solution if $\ln(1/Cf)>\ln(1/\tau)$ and none otherwise. The condition for a single finite cutoff is thus

$$
Cf\,T_s<T<T_s. \tag{12}
$$

Shorter wavelengths have larger $x$ and hence $R>1$, so the emissivity falls from one to zero as wavelength increases.

Outside this range there is no switch. If $T\le CfT_s$ and $T<T_s$, sunlight exceeds emission at every wavelength and the absorber should be black throughout. If $T\ge T_s$, then $CfM(\lambda,T_s)\le M(\lambda,T)$ at every wavelength, and no emissivity gives a positive gain. This agrees with the second law: heat does not pass by radiation alone from a source to a hotter body.

## Limits and calculation of the cutoff

Near the lower end of (12), $x_c$ is small. From $\ln[(e^x-1)/x]=x/2+O(x^2)$, applied to numerator and denominator, $g=\ln(1/\tau)+(1-\tau)x/2+O(x^2)$. Setting this equal to $\ln(1/Cf)$ gives

$$
x_c\simeq\frac{2\ln(\tau/Cf)}{1-\tau},\qquad \tau\to Cf^+ . \tag{13}
$$

The cutoff wavelength diverges, joining smoothly to the black absorber.

In the opposite limit both $x_c$ and $\tau x_c$ are large. Dropping the two ones in (8) gives $Cf\,e^{x_c}\simeq e^{\tau x_c}$, or

$$
x_c\simeq\frac{\ln(1/Cf)}{1-\tau}. \tag{14}
$$

For fixed $Cf<1$ this applies as $T\to T_s$, where $\lambda_c\to0$: the useful part of the spectrum retreats to ever shorter wavelengths.

Between these limits, solve (8) for the $x$ in $e^x$ and iterate:

$$
x_{n+1}=N(x_n),\qquad N(x)=\ln\!\left[1+\frac{e^{\tau x}-1}{Cf}\right]. \tag{15}
$$

Here $N(x)>x$ is equivalent to $g(x)<\ln(1/Cf)$, that is, to $x<x_c$. Since $N$ increases, a positive start below $x_c$ gives a rising sequence that stays below $x_c$, and a start above gives a falling sequence that stays above. Each converges to the sole positive fixed point. Near it, errors shrink by the factor

$$
N'(x_c)=\frac{\tau e^{\tau x_c}}{Cf\,e^{x_c}}
=\frac{\tau}{1-e^{-\tau x_c}}\,(1-e^{-x_c})
=\frac{w(\tau x_c)}{w(x_c)}<1. \tag{16}
$$

The first form uses $N(x_c)=x_c$ in the denominator; the second replaces $1/Cf$ by means of (8).

## Dependence on concentration and temperature

Write $y=\tau x=hc/\lambda kT_s$, which does not contain $T$. At the crossing,

$$
\ln(e^x-1)-\ln(e^y-1)=-\ln(Cf).
$$

A small change gives $d\ln(e^x-1)=w(x)\,d\ln x$, and likewise for $y$. At fixed $T_s$ and $f$, $d\ln x=-d\ln\lambda_c-d\ln T$ and $d\ln y=-d\ln\lambda_c$. Hence

$$
-w(x_c)(d\ln\lambda_c+d\ln T)+w(y_c)\,d\ln\lambda_c=-d\ln C.
$$

With $s=w(x_c)-w(y_c)>0$, collecting terms yields

$$
d\ln\lambda_c=\frac{1}{s}\,d\ln C-\frac{w(x_c)}{s}\,d\ln T. \tag{17}
$$

More concentration makes longer wavelengths worth absorbing. A hotter absorber emits more at every wavelength and needs a shorter cutoff. Its exponent, $-w(x_c)/s=-1-w(y_c)/s$, is steeper than $-1$ because the sun's temperature is held fixed.

## Heat gained by the step absorber

The gain requires the fraction $F(\lambda T)$ of blackbody emission below wavelength $\lambda$. Substituting $\lambda'=hc/kTu$ in (2), with $|d\lambda'|=(hc/kT)\,du/u^2$, gives

$$
\int_0^\lambda M\,d\lambda'=\frac{2\pi k^4T^4}{h^3c^2}\int_x^\infty\frac{u^3\,du}{e^u-1}. \tag{18}
$$

For $x=0$ the last integral is $\pi^4/15$ and the whole expression is $\sigma T^4$, with $\sigma$ the Stefan–Boltzmann constant. For $x>0$, expand $1/(e^u-1)=\sum_{n\ge1}e^{-nu}$ and integrate each term by parts three times:

$$
F(\lambda T)=\frac{15}{\pi^4}\sum_{n=1}^{\infty}e^{-nx}\left(\frac{x^3}{n}+\frac{3x^2}{n^2}+\frac{6x}{n^3}+\frac{6}{n^4}\right). \tag{19}
$$

The largest gain is then

$$
q^*=\sigma\left[Cf\,T_s^4F(\lambda_cT_s)-T^4F(\lambda_cT)\right]. \tag{20}
$$

The first fraction is the solar absorptance $\alpha$, the second the thermal emittance $\bar\varepsilon$. Efficiency below means $\eta=q/(Cf\sigma T_s^4)$, heat delivered per incident solar power.

## Worked example

Neglect absorption in the atmosphere and take the round model parameters $T_s=5800$ K, $\theta_s=4.65$ mrad, $T=800$ K and $C=100$. Then $f=2.1622\times10^{-5}$, $Cf=2.1622\times10^{-3}$ and $\tau=0.13793$. The lower limit in (12) is 12.5 K, so a cutoff exists.

Start (15) from $x_0=\ln(1/Cf)=6.1366$. Since $\tau x_0=0.8464$,

$$
x_1=\ln\!\left[1+\frac{e^{0.8464}-1}{2.1622\times10^{-3}}\right]=6.424.
$$

The next values are 6.493, 6.509 and 6.512; the limit is $x_c=6.5136$. Errors finally shrink by $1.5156/6.5233=0.232$ per step, as (16) predicts. Equation (1) gives $\lambda_c=2.761\ \mu$m. Direct maximization of (20) over the cutoff gives the same wavelength. This value belongs to the blackbody model. Taking $T_s=5772$ K instead gives 2.757 μm. At ground level the wavelength lies in the strong water-vapour and carbon-dioxide absorption near 2.7 μm: if sunlight is removed between 2.5 and 2.9 μm, the best step ends at 2.5 μm, at a cost of about 0.2% of the gain.

The approximation (14) would give $x_c=6.1366/0.86207=7.12$, and so a cutoff about 8.5% too short. Its assumption fails on the solar side, where $\tau x_c=0.898$ is not large.

The incident power is 138.75 kW/m². With $\alpha=0.9738$ and $\bar\varepsilon=0.1025$,

$$
q^*=135.12-2.38=132.74\ \text{kW/m}^2,\qquad \eta=0.957.
$$

A black absorber gains $138.75-23.23=115.52$ kW/m², or $\eta=0.833$. The step gives up 3.63 kW/m² of sunlight to avoid 20.84 kW/m² of emission, a net advantage of 17.21 kW/m² (from unrounded values).

At 800 K the concentration changes the result as follows.

| $C$ | $\lambda_c$ (μm) | $\bar\varepsilon$ | $\eta$, step | $\eta$, black |
|---:|---:|---:|---:|---:|
| 1 | 1.471 | 0.002 | 0.846 | −15.74 |
| 10 | 1.909 | 0.015 | 0.909 | −0.674 |
| 100 | 2.761 | 0.103 | 0.957 | 0.833 |
| 1000 | 5.399 | 0.536 | 0.987 | 0.983 |

A negative efficiency means that the black surface needs additional heat to stay at 800 K. Selectivity decides whether the absorber works at all at low concentration, but adds little at $C=1000$. The step values assume zero emissivity beyond the cutoff. At $C=1$ a residual emissivity of 0.05 there would lower the efficiency from 0.846 to 0.017.

At $C=100$, $s=5.008$, so (17) gives exponents $0.200$ for concentration and $-1.303$ for temperature. These are local slopes: between $C=100$ and $1000$ the mean logarithmic slope in the table is 0.29. At $C=100$, raising $T$ from 500 to 1200 K moves the cutoff from 5.07 to 1.61 μm and lowers the efficiency from 0.991 to 0.851.

## Tolerance to a misplaced cutoff

For a step ending at $\lambda$, (3) gives $dq/d\lambda=CG-M=M(R-1)$, which vanishes at $\lambda_c$. Differentiating again leaves $M\,dR/d\lambda$ there, because $R-1=0$. From (7) and (10), with $d\ln x=-d\ln\lambda$, $d\ln R/d\ln\lambda=-s$. Thus

$$
\left.\frac{d^2q}{d\lambda^2}\right|_{\lambda_c}=-\frac{M(\lambda_c,T)\,s}{\lambda_c}, \tag{21}
$$

and a relative displacement $\delta=(\lambda-\lambda_c)/\lambda_c$ costs, to leading order,

$$
\Delta q\simeq\tfrac12 M(\lambda_c,T)\,\lambda_c\,s\,\delta^2. \tag{22}
$$

For the example $M(\lambda_c,T)=3463$ W m⁻² μm⁻¹. A displacement of 10% gives

$$
\Delta q\simeq\tfrac12(3463)(2.761)(5.008)(0.1)^2=239\ \text{W/m}^2.
$$

The losses from (20) are 276 W/m² for a cutoff 10% short and 209 W/m² for one 10% long. Both are about 0.2% of $q^*$. Odd orders in $\delta$, absent from (22), make them unequal.

## Fixed heat load

An absorber often has to deliver a prescribed heat flux $L$ while its temperature adjusts. The rule still applies. For every wavelength, $\max[CG-M,0]$ falls with $T$ wherever it is positive, so $q^*(T)$ decreases from the full incident power as $T\to0$ to zero at $T_s$. For $0<L<Cf\sigma T_s^4$ there is one temperature $T^*$ with $q^*(T^*)=L$. Any emissivity that delivers $L$ at temperature $T$ obeys $L\le q^*(T)$ by (4), and hence $T\le T^*$. The highest temperature is reached by (5), evaluated at $T^*$ itself.

With $C=100$ and $L=100$ kW/m², $T^*=1508$ K and the cutoff is 1.175 μm. A separate search over step absorbers, solving for the temperature of each, found the same maximum.

## When one step is not enough

Equation (5) holds for any solar spectrum, but the single crossing was derived for (6). Suppose an absorbing layer transmits a fraction $t(\lambda)$ of the sunlight. The ratio becomes $tR$, and emissivity should vanish wherever $t<1/R$, even below the main cutoff.

In the example, let $t=0.02$ between 1.80 and 1.95 μm and $t=1$ elsewhere. Numerical maximization over 301 bands, each free to take any emissivity between 0 and 1, gives one switch for the clear sun and three for the notched sun. The best absorber turns off across the notch, turns on again, and finally turns off near 2.76 μm. The gap avoids 165.7 W/m² of emission and gives up 38.1 W/m² of sunlight. Its advantage over the best single step is 127.5 W/m², about 0.1% of the gain, so a single step remains a good approximation here.

Surroundings at $T_0$ fill the part of the hemisphere not filled by the sun and add $(1-Cf)M(\lambda,T_0)$ to the incoming side. Let this be a fraction $r$ of $M(\lambda_c,T)$. If both $r$ and $r/s$ are small, the new crossing satisfies $-s\,\delta+r\simeq0$, so

$$
\delta\simeq\frac{r}{s},\qquad r=(1-Cf)\,\frac{e^{x_c}-1}{e^{x_cT/T_0}-1}. \tag{23}
$$

For $T_0=300$ K, $r=1.92\times10^{-5}$ and $\delta=3.8\times10^{-6}$, in agreement with the crossing computed directly. The shift is negligible in this example, but it grows with concentration, and the cutoff can disappear. At long wavelengths blackbody emission is proportional to temperature, so the incoming side is the larger there once $CfT_s+(1-Cf)T_0>T$. For $T=800$ K and $T_0=300$ K this happens above $C\approx4200$. At $C=5000$, for example, there is no crossing and a black absorber is best, although (12) would still give a cutoff.

For $T\le T_0<T_s$ the incoming side is at least $M(\lambda,T_0)\ge M(\lambda,T)$ at every wavelength, and a black absorber is best. The 12.5 K limit found above therefore applies only without ambient radiation.

Directional control changes the problem more deeply. If the surface could absorb and emit only within the directions filled by sunlight, the comparison there would be between $B(\lambda,T_s)$ and $B(\lambda,T)$. For $T<T_s$ the first is larger at every wavelength, and no spectral cutoff would be needed. The cutoff in (8) is the best response of a surface that receives sunlight from part of the hemisphere but must emit into all of it.

The numerical check computes the notch results and the ambient cutoff shift quoted in this section.

## Table of computed values

```
sun temperature: 5800 K
solar half-angle: 4.65 mrad
dilution factor f: 2.1622e-05
one-sun irradiance: 1387.5 W/m^2
absorber temperature: 800 K; concentration: 100
C f: 2.1622e-03; T/Ts: 0.13793
lowest T for a finite cutoff: 12.54 K
fixed-point x: 6.1366 6.4244 6.4928 6.5088 6.5125 6.5134
x at crossing: 6.51361; x T/Ts: 0.89843
cutoff wavelength: 2.7611 um
cutoff from direct maximization: 2.7611 um
spectral power at crossing: 3463.3 W/m^2/um
w(x): 6.5233; w(x T/Ts): 1.5156; s: 5.0077
fixed-point error ratio: 0.2323
d ln cutoff / d ln C: 0.1997
d ln cutoff / d ln T: -1.3027
solar absorptance: 0.9738
thermal emittance: 0.1025
incident solar power: 138.75 kW/m^2
absorbed: 135.12 kW/m^2
emitted: 2.38 kW/m^2
blackbody emission: 23.23 kW/m^2
net gain, selective: 132.74 kW/m^2
net gain, black: 115.52 kW/m^2
efficiency, selective: 0.9567
efficiency, black: 0.8326
at 800 K: C, cutoff (um), absorptance, emittance, eff., black eff.
     1 1.4714 0.8757 0.0018 0.8459 -15.7396
    10 1.9092 0.9329 0.0145 0.9086 -0.6740
   100 2.7611 0.9738 0.1025 0.9567 0.8326
  1000 5.3987 0.9958 0.5358 0.9869 0.9833
at C = 100: T (K), cutoff (um), efficiency
   500 5.0652 0.9907
   800 2.7611 0.9567
  1200 1.6130 0.8511
loss, cutoff 10% short: 275.6 W/m^2
loss, cutoff 10% long: 209.1 W/m^2
quadratic estimate at 10%: 239.4 W/m^2
bands in linear program: 301
switches, clear sun: 1
notch: 1.80 to 1.95 um, transmission 0.02
switches, notched sun: 3
notch emission avoided: 165.7 W/m^2
notch sunlight given up: 38.1 W/m^2
gain over best single step: 127.5 W/m^2
fixed load: 100 kW/m^2
highest temperature at that load: 1508.0 K
cutoff at that temperature: 1.1752 um
ambient temperature: 300 K
relative cutoff shift by ambient: 3.84e-06
```
